# Square-law conductance to infinity on a diluted Bethe lattice

Suppose the mean conductance from a site to infinity on a randomly diluted Bethe lattice is taken to be proportional to the fraction of sites connected to infinity, with the constant fixed on the undiluted lattice. Near the percolation threshold this is an overestimate, and the ratio of the estimate to the true value grows without limit as the threshold is approached. In the Bethe-lattice example worked below, halving the distance to threshold lowers the connected fraction by a factor 1.72 but the mean conductance by 3.57. Connected sites become rarer, and those that remain are also more poorly connected. On this lattice each effect supplies one power of the distance, so the mean conductance vanishes as its square.

## Model and statement

Every site of a Bethe lattice has $K+1$ bonds, with $K\ge2$, and there are no loops. Each bond independently has conductance $g$ with probability $p$ and zero otherwise. Define

$$\mu=Kp,\qquad \varepsilon=\mu-1=\frac{p-p_c}{p_c},\qquad p_c=\frac1K .$$

Starting from one site and moving outward, $\mu$ is the mean number of conducting bonds to the next generation.

Let $B_n$ be the conductance from a site through its $K$ forward bonds when all sites $n$ generations away are earthed. Moving the earth from generation $n$ to $n+1$ removes a short circuit between sites, which cannot raise the conductance. So $B_n$ decreases with $n$ and has a limit $B$, the conductance to infinity. The conductance through all $K+1$ bonds is $G$. Angle brackets average over all configurations, including those with zero conductance.

A conducting bond in series with the branch beyond it has conductance

$$Y=\frac{gB}{g+B}.$$

Parallel conductances add, and each bond conducts with probability $p$. Hence

$$\langle B\rangle=Kp\langle Y\rangle=\mu\langle Y\rangle,\qquad
\langle G\rangle=(K+1)p\langle Y\rangle=\frac{K+1}{K}\langle B\rangle. \tag{1}$$

Let $P$ be the probability that a forward branch is connected to infinity. It fails to be connected if all $K$ bonds fail to lead there:

$$1-P=(1-pP)^K. \tag{2}$$

The function $1-(1-pP)^K$ is strictly concave in $P$, starts at zero and has initial slope $\mu$. It therefore meets the line $P$ at most once for $P>0$. At $\mu=1$ the only meeting point is zero, so $P\to0$ as $\varepsilon\to0^+$. Expanding (2) for small $P$,

$$P=\mu P-\frac{K(K-1)}2p^2P^2+O(P^3).$$

Dividing by $P$ and using $p=\mu/K$ gives

$$\varepsilon=\frac{K-1}{2K}\mu^2P+O(P^2),\qquad P\simeq\frac{2K}{K-1}\,\varepsilon. \tag{3}$$

For a site with all its bonds, $P_{\rm site}=1-(1-pP)^{K+1}\simeq(K+1)pP$, so

$$P_{\rm site}\simeq\frac{2(K+1)}{K-1}\,\varepsilon. \tag{4}$$

This is the linear law. The result to be derived is

$$\langle G\rangle\propto g\,\varepsilon^2\qquad(\varepsilon\to0^+).$$

Here $G$ is a conductance from one point to infinity. The bulk conductivity is a different quantity and is not treated.

## First derivation: bounds from currents and averages

**Lower bound.** Thomson's principle says that, for a given total current, the physical current distribution dissipates the least power. Any trial current that is conserved at the interior sites therefore gives a lower bound on the conductance.

Let $Z_n$ be the number of generation-$n$ sites connected to the starting site. Send a current $\mu^{-n}$ (in arbitrary units) to each. The total is $W_n=Z_n\mu^{-n}$, and $\langle W_n\rangle=1$ because $\langle Z_n\rangle=\mu^n$.

Each connected site has a binomial number of successors, with mean $\mu$ and variance $Kp(1-p)=\mu(1-p)$. Given $Z_n$, the variance of $Z_{n+1}$ is $Z_n\mu(1-p)$, so

$$\langle W_{n+1}^2\rangle=\langle W_n^2\rangle+\frac{\mu^n\,\mu(1-p)}{\mu^{2n+2}}
=\langle W_n^2\rangle+(1-p)\mu^{-n-1}.$$

With $W_0=1$ and $\sum_{j\ge1}\mu^{-j}=1/\varepsilon$,

$$\langle W_n^2\rangle=1+(1-p)\sum_{j=1}^n\mu^{-j}\le1+\frac{1-p}{\varepsilon}. \tag{5}$$

A connected bond in generation $k$ feeds an independent tree of $n-k$ further generations. Its current is $\mu^{-k}W_{n-k}$, with $W_{n-k}$ evaluated on that tree. There are on average $\mu^k$ such bonds, so the mean dissipation is

$$\langle E_n\rangle=\frac1g\sum_{k=1}^n\mu^k\mu^{-2k}\langle W_{n-k}^2\rangle
\le\frac1{g\varepsilon}\left(1+\frac{1-p}{\varepsilon}\right). \tag{6}$$

Since $\varepsilon+1-p=Kp-p$, the right side equals $(K-1)p/(g\varepsilon^2)$.

The true dissipation at total current $W_n$ is $W_n^2/B_n$. Thomson's principle gives $B_n\ge W_n^2/E_n$ whenever $E_n>0$; otherwise $W_n=0$ and the ratio is set to zero. The Cauchy–Schwarz inequality gives

$$1=\langle W_n\rangle^2\le\left\langle\frac{W_n^2}{E_n}\right\rangle\langle E_n\rangle
\le\langle B_n\rangle\langle E_n\rangle .$$

As $0\le B_n\le Kg$, the mean of the limit is the limit of the means, and

$$\langle B\rangle\ge\frac{g\varepsilon^2}{(K-1)p}. \tag{7}$$

**Which branches conduct.** By (7), $r={\rm Prob}(B>0)$ is positive. A branch has zero conductance when each of its $K$ bonds is non-conducting or leads to a zero branch, so $r$ obeys (2). A branch with $B>0$ is connected, so $P\ge r>0$. As (2) has at most one positive root, $r=P$: above threshold a connected branch conducts with probability one.

**Upper bound.** Let $m=\langle B\,|\,B>0\rangle$, so $\langle B\rangle=Pm$. The function $gB/(g+B)$ is concave, and Jensen's inequality applied to the conducting branches gives

$$Pm=\mu\langle Y\rangle\le\mu P\frac{gm}{g+m}.$$

Dividing by $Pm$ yields $g+m\le\mu g$, or

$$m\le\varepsilon g,\qquad \langle B\rangle\le g\varepsilon P. \tag{8}$$

The second power of $\varepsilon$ has a direct meaning here. Branching multiplies the mean conductance by $\mu$, while one more bond in series multiplies it by at most $g/(g+m)$. A steady balance is possible only for $m\le\varepsilon g$.

Combining (1), (7) and (8),

$$\boxed{\frac{K+1}{K}\frac{g\varepsilon^2}{(K-1)p}\le\langle G\rangle\le\frac{K+1}{K}\,g\varepsilon P} \tag{9}$$

for every $p_c<p\le1$. Near threshold $(K-1)p\to(K-1)/K$ and $P$ obeys (3), so both sides are proportional to $\varepsilon^2$, the upper coefficient being twice the lower. This fixes the power of $\varepsilon$ at two. That $\langle G\rangle/\varepsilon^2$ tends to a definite limit is shown by the second derivation.

At the opposite limit, $p=1$, we have $\varepsilon=K-1$ and $P=1$, and both bounds on $\langle B\rangle$ become $(K-1)g$. That agrees with the uniform lattice, where $B=KgB/(g+B)$ gives $B=(K-1)g$.

## Second derivation: the distribution of conductance

This route follows moments and then the whole distribution, and it yields the coefficient. It uses no trial current. From the first derivation it takes the fact that ${\rm Prob}(B>0)=P$.

**The scale of $B$.** Since $B-Y=B^2/(g+B)$, equation (1) gives $\langle B\rangle=\mu\langle B\rangle-\mu\langle w\rangle$, where

$$w=\frac{B^2}{g+B},\qquad \langle w\rangle=\frac{\varepsilon}{\mu}\langle B\rangle. \tag{10}$$

Each $Y$ is below $g$, so $B\le Kg$ and $w\ge B^2/[(K+1)g]$. Let $b=B/(\varepsilon g)$, and let $\langle\cdot\rangle_+$ denote the average over conducting branches. Then (10) gives

$$\langle b^2\rangle_+\le(K+1)\langle b\rangle_+ .$$

Because $\langle b\rangle_+^2\le\langle b^2\rangle_+$, it follows that $\langle b\rangle_+\le K+1$ and $\langle b^2\rangle_+\le(K+1)^2$. The conductance of a conducting branch is thus at most of order $\varepsilon g$.

It is not of smaller order. Squaring the sum over $K$ independent bonds and averaging,

$$\langle B^2\rangle=Kp\langle Y^2\rangle+K(K-1)p^2\langle Y\rangle^2
=\mu\langle Y^2\rangle+\frac{K-1}{K}\langle B\rangle^2 .$$

Subtract $\langle Y^2\rangle$ and use

$$B^2-Y^2=\frac{B^3(2g+B)}{(g+B)^2}\ge\frac{2gB^3}{(g+B)^2}.$$

The result is

$$2g\left\langle\frac{B^3}{(g+B)^2}\right\rangle\le\varepsilon\langle Y^2\rangle+\frac{K-1}K\langle B\rangle^2. \tag{11}$$

By Cauchy–Schwarz the average on the left is at least $\langle w\rangle^2/\langle B\rangle$. On the right, $Y^2=g^2B^2/(g+B)^2\le gw$. Inserting (10) and dividing by $\langle B\rangle$,

$$\frac{2g\varepsilon^2}{\mu^2}\le\frac{g\varepsilon^2}{\mu}+\frac{K-1}K\langle B\rangle
\quad\Rightarrow\quad
\langle B\rangle\ge\frac{K}{K-1}\,g\varepsilon^2\,\frac{1-\varepsilon}{(1+\varepsilon)^2}. \tag{12}$$

Dividing by $\varepsilon gP$ and using (3) shows that $\langle b\rangle_+$ has a lower limit of at least $1/2$.

**The limiting equation.** Define $f_\varepsilon(x)=1-\langle e^{-xb}\rangle_+$. The Laplace transform of a sum of independent terms is a product. With $Y/(\varepsilon g)=b/(1+\varepsilon b)$,

$$1-Pf_\varepsilon=(1-pPh)^K,\qquad
h(x)=1-\left\langle e^{-xb/(1+\varepsilon b)}\right\rangle_+. \tag{13}$$

Regard the exponential in $h$ as a function of $\varepsilon$ at fixed $b$ and $x>0$. Its first derivative at $\varepsilon=0$ is $xb^2e^{-xb}$. With $y=b/(1+\varepsilon b)$, its second derivative is $(x^2y^4-2xy^3)e^{-xy}$, bounded by a constant times $x^{-2}$ for all $y\ge0$. Since $f_\varepsilon''=-\langle b^2e^{-xb}\rangle_+$,

$$h=f_\varepsilon+\varepsilon x f_\varepsilon''+O(\varepsilon^2).$$

Expanding (13) in $P$ and dividing by $P$,

$$f_\varepsilon=\mu h-\frac{K-1}{2K}\mu^2Ph^2+O(P^2).$$

Now put $\mu=1+\varepsilon$ and $P=2K\varepsilon/(K-1)+O(\varepsilon^2)$. The terms of order one cancel, and those of order $\varepsilon$ leave

$$x f''+f-f^2=0,\qquad f(0)=0. \tag{14}$$

The number of neighbours has dropped out.

**Existence and uniqueness of the limit.** The bounded moments ensure that any sequence $\varepsilon\to0$ has a subsequence along which the distribution of $b$ converges. The bounded second moment makes the means converge too, so $f'(0)=c=\lim\langle b\rangle_+\ge1/2$. The limit $f$ is increasing and tends to some $\ell$ with $0<\ell\le1$. If $\ell<1$, then $xf''\to-\ell(1-\ell)<0$. Integration would send $f'$ to $-\infty$, which an increasing function forbids. Hence $f(\infty)=1$.

Suppose two such solutions had slopes $c_1>c_2$ at the origin. From (14),

$$(f_1'f_2-f_1f_2')'=\frac{f_1f_2(f_1-f_2)}x .$$

The bracket starts at zero and becomes positive, so $f_1/f_2$ rises from $c_1/c_2>1$. It can never turn back, and the two functions cannot both tend to 1.

If the slopes are equal, the difference $d$ has $d(0)=d'(0)=0$ and $|d''|\le|d|/x$. Let $M$ be the maximum of $|d'|$ on $[0,X]$ with $X<1$. Then $|d|\le Mx$, so $|d''|\le M$ and $M\le MX$, which requires $M=0$. Beyond $X$ the equation is regular, so the solutions agree everywhere. All subsequences therefore share one limit, and $\langle B\rangle=\varepsilon gP\langle b\rangle_+$ gives

$$\boxed{\langle G\rangle\simeq\frac{2(K+1)}{K-1}\,c\,g\,\varepsilon^2}. \tag{15}$$

Numerical solution of (14) gives $c=0.7634$, inside the interval from $1/2$ to $1$ required by (9).

A check on the solution follows on multiplying (14) by $f'$ and integrating. The first term gives $[xf'^2/2]_0^\infty-\frac12\int_0^\infty f'^2dx$. The boundary term vanishes: $f$ is concave, so $xf'(x)/2\le f(x)-f(x/2)\to0$. The others give $\frac12-\frac13$. Hence $\int_0^\infty f'^2dx=1/3$; the numerical value is 0.3333333.

The recursion was also iterated for the full distribution at finite $\varepsilon$. For $K=5$ and $\varepsilon=0.1,\,0.05,\,0.025$, the ratio $\langle B\rangle(K-1)/(2Kg\varepsilon^2)$ is 0.673, 0.716 and 0.739. Quadratic extrapolation to $\varepsilon=0$ gives 0.763, and the same procedure for $K=2$ also gives 0.763.

## What each derivation assumes

As written, both use independent bonds, a single value of $g$ for conducting bonds and the absence of loops. A spread in $g$ need not spoil the square law. For $K=2$, with conducting bonds equally likely to be $0.6g$ or $3g$ (mean resistance $1/g$), iterating the recursion gave $\langle B\rangle$ about 3% above the single-$g$ value at $\varepsilon=0.1$ and 1.5% above it at $\varepsilon=0.05$. Loops would make the branches meeting at a site dependent, and (1) and (2) would no longer close.

The first derivation needs no small parameter: (9) holds at any distance above threshold. It uses a variational principle and the concavity of series addition, and leaves the coefficient uncertain by a factor of two near threshold.

The second assumes $\varepsilon\to0$ when it expands (13). In return it fixes the coefficient and the distribution of conductances on the scale $\varepsilon g$. Its moment bound (12) is weaker than (7) away from threshold and says nothing for $\varepsilon\ge1$.

Both also put the earth at infinity before $\varepsilon$ tends to zero. At threshold with the earth at finite depth $n$, (5) becomes $\langle W_j^2\rangle=1+(1-p_c)j$, and the sum in (6) gives

$$\langle B_n\rangle\ge\frac{g}{n+\frac12(1-p_c)n(n-1)}\simeq\frac{2K}{K-1}\frac g{n^2}.$$

For the other side, let $P_n$ be the probability of reaching generation $n$. Jensen's inequality at $\mu=1$ gives $1/\langle B_{n+1}\rangle\ge1/\langle B_n\rangle+1/(gP_n)$. The expansion of $P_{n+1}=1-(1-p_cP_n)^K$ gives $1/P_{n+1}-1/P_n\to(K-1)/(2K)$, so $1/P_n\simeq(K-1)n/(2K)$. Summing over generations bounds $\langle B_n\rangle$ above by $4Kg/[(K-1)n^2]$ at large $n$. The mean conductance at threshold therefore falls as $n^{-2}$ instead of being zero, and the square law in $\varepsilon$ needs $n$ large compared with $1/\varepsilon$.

## A partly sintered nanocrystal film

Consider indium-tin-oxide grains 10 nm across with six neighbours each, so $K=5$ and $p_c=0.20$. A contact conducts if it has sintered into a neck. Take $p=0.24$, hence $\varepsilon=5(0.24)-1=0.20$. The carrier density is $5\times10^{20}\ \mathrm{cm^{-3}}$, the mobility inside a grain 30 cm²/Vs and the neck radius $\rho=1.5$ nm.

The Fermi wavenumber is $k_F=2.455\ \mathrm{nm^{-1}}$. In the semiclassical limit $k_F\rho\gg1$, a ballistic neck has conductance $(2e^2/h)(k_F\rho/2)^2$, here 262.8 µS, and diffusive spreading into the grains has $2\rho\sigma=721.0$ µS for a grain conductivity $\sigma=2403$ S/cm. Adding the two resistances, an interpolation between the regimes, gives

$$g=\left(\frac1{262.8}+\frac1{721.0}\right)^{-1}\mu\mathrm S=192.6\ \mu\mathrm S .$$

This value is on the high side, because $k_F\rho$ is only 3.7. For hard walls, solving the wave equation gives a ballistic conductance of about 190 µS for a neck of negligible length and 105 µS for one 1 nm long, which would lower $g$ to about 150 and 90 µS. The conductances below use 192.6 µS and scale in proportion to $g$; the ratio $\langle G\rangle/g$ does not change.

The recursion gives $\langle G\rangle/g=0.0721$, so $\langle G\rangle=13.9$ µS (0.0139 mS). The bounds (9) are 9.6 and 17.6 µS. The connected fraction is 0.437, so connected sites average $13.89/0.4370=31.8$ µS, about one sixth of a single neck.

The leading law (15) gives $3(0.7634)(0.20)^2(192.6)=17.6$ µS, 27% above the full result and marginally above the upper bound. At $\varepsilon=0.2$ it is an estimate only. With $g$ and $K$ fixed, lowering $p$ to 0.22 halves $\varepsilon$. The mean conductance falls to 3.89 µS and the connected fraction to 0.254. These are the factors 3.57 and 1.72 quoted at the start; the asymptotic factors are 4 and 2.

The grain size, density and mobility are rough typical values for such films, while the neck radius and $p$ are choices that vary with sintering. Real films break the assumption of no loops. The power two belongs to the loop-free lattice, and a three-dimensional network close to its threshold follows different exponents. Loops also change the size of the conductance. A simple-cubic resistor network at the same $\varepsilon$ above its own threshold ($p=0.299$), earthed on the faces of a cube 10 bonds from the centre, gave $\langle G\rangle/g=0.173\pm0.015$ (standard error) in one set of 120 samples, $0.144\pm0.009$ in another of 250 and $0.169\pm0.004$ in a third of about 1000. The Bethe lattice earthed at 10 bonds gives 0.118, so the largest set puts the cubic value about 40% higher. The size of the difference depends on the shape of the earth: with the earthed sites all exactly 10 lattice steps from the centre, the cubic network gives about 0.21. At the same $p=0.24$ the order is reversed: the simple-cubic network is then below its threshold of 0.2488, and it gave only about 0.01 when earthed on the cube faces and about 0.045 when earthed 10 lattice steps from the centre. The conductances above therefore illustrate the Bethe lattice and do not predict those of a cubic film with this $p$. Finite thickness matters as well. A 100 nm film is 10 grains thick, and earthing the Bethe lattice at that depth raises $\langle G\rangle$ by 63%; this only sizes the effect, since a film has electrodes on its faces and not around every site. Real necks also differ in radius. The ballistic part of $g$ varies as the radius squared only in wide necks; for hard walls and negligible length the local power is about 2.5 at a radius of 1.5 nm, and in narrower necks it does not vary monotonically: about 3.1 at 1.3 nm, 1.9 at 1.1 nm, where the conductance is close to one quantum $2e^2/h$, and 4.6 at 0.8 nm.

Other neglected effects can be estimated for these numbers. The value of $g$ assumes the full carrier density out to the surface of the neck. If surface states bend the bands by 0.3 to 1 eV, an abrupt-depletion estimate with relative permittivity 9 gives a depleted layer 0.8 to 1.4 nm thick, comparable with the neck radius. The hard-wall ballistic conductance of a neck of negligible length and radius 0.8 nm is only about 33 µS, so the values of $g$ above apply only to necks whose surfaces are not depleted. Tunnelling across an unsintered 1 nm gap with a 2 eV barrier has a conductance of a few times $10^{-7}g$ if the electron has its free mass in the barrier. Even if every such gap led straight to earth, $\langle G\rangle$ would then rise by less than 0.1%; narrower gaps, or a smaller effective mass in the barrier, would leak far more. The ratio of $g$ to $\sigma$ times the grain diameter is 0.08, which suggests that resistance inside the grains, beyond the spreading already included in $g$, is small. For ohmic conduction in a spherical grain with two necks on opposite sides it is about 4% of $1/g$. The charging energy of an isolated grain, 36 meV if its surroundings have a relative permittivity of 4, exceeds $k_BT=25.9$ meV at 300 K. A first-order high-temperature estimate puts the resulting loss near 12% if the shot noise of a neck is 0.27 of its full Poisson value. That is probably too high, because it treats the charge on a grain as static, whereas necks of about $5e^2/h$ each let it relax within a time $\hbar/k_BT$. Allowing for this relaxation in a grain with two necks lowers the figure to about 7%. For weak tunnel contacts, with conductances far below $e^2/h$, the first-order estimate gives 46%, and a full sum over the charge states of a grain between two of them gives about 36%. The 12% and 46% vary inversely with the assumed permittivity. The Fermi energy of 0.66 eV justifies degenerate statistics. The thermal coherence length, 5.8 nm, is shorter than a grain, which makes classical addition of the necks plausible but does not prove it. The remaining values are in the numerical output.

## Computed values

```
small tree K=2 p=0.7 depth 3, Kirchhoff <B>/g: 0.545720
same, recursion <B>/g: 0.545720
universal constant c: 0.763378
integral of f'^2: 0.3333333; f(1): 0.49718
K=2 e=0.1: <B>/g=2.6122e-02 P=0.33058 <B>/(a g e^2)=0.6530 P/(a e)=0.8264
K=2 e=0.05: <B>/g=7.0461e-03 P=0.18141 <B>/(a g e^2)=0.7046 P/(a e)=0.9070
K=2 e=0.025: <B>/g=1.8325e-03 P=0.09518 <B>/(a g e^2)=0.7330 P/(a e)=0.9518
K=2 limits e->0: c=0.7631, P/(a e)=0.9996, f(1)=0.4971
K=5 e=0.1: <B>/g=1.6834e-02 P=0.21670 <B>/(a g e^2)=0.6734 P/(a e)=0.8668
K=5 e=0.05: <B>/g=4.4735e-03 P=0.11618 <B>/(a g e^2)=0.7158 P/(a e)=0.9294
K=5 e=0.025: <B>/g=1.1542e-03 P=0.06023 <B>/(a g e^2)=0.7387 P/(a e)=0.9636
K=5 limits e->0: c=0.7627, P/(a e)=0.9998, f(1)=0.4968
K=5 local exponents, <B>: 1.955, P: 0.948
example K: 5, p: 0.24, threshold: 0.20, e: 0.20
grain: 10 nm, film: 100 nm, neck radius: 1.5 nm
density: 5.0e+20 cm^-3, mobility: 30 cm2/Vs, mass: 0.35 m_e, T: 300 K
Fermi wavenumber: 2.455 nm^-1
grain conductivity: 2403 S/cm
ballistic neck conductance: 262.8 uS
spreading conductance: 721.0 uS
bond conductance g: 192.6 uS
branch connection P: 0.3804; connected site fraction: 0.4370
mean <G>/g: 0.07213; <G>: 13.89 uS
bounds on <G>: 9.63 to 17.58 uS
mean G of connected sites: 31.79 uS
leading laws at this e: <G>=17.64 uS, P=0.600
half distance p: 0.22, <G>: 3.890 uS, connected fraction: 0.2540
drop factors on halving e, <G>: 3.571, fraction: 1.720
tunnel gap: 1.0 nm, barrier: 2.0 eV
tunnel conductance: 8.21e-05 uS, over g: 4.26e-07
relative rise of <G> from tunnelling: 5.04e-04
earthed at 10 layers, <B> over infinite value: 1.633
g over (grain conductivity x diameter): 0.080
Fermi energy: 0.656 eV; kT: 25.85 meV
charging energy: 36.0 meV (eps_r 4)
rough relative loss from charging: 0.124
mean free path: 4.85 nm; thermal length: 5.78 nm
cubic network threshold: 0.2488, p: 0.2986, half-width: 10 bonds, samples: 120
cubic <G>/g: 0.1727 +- 0.0154, connected fraction: 0.692
Bethe <G>/g earthed at 10 bonds: 0.1178
```
